# ZORA is not regular for a repulsive Coulomb centre

Take a repulsive point charge $Z=10$ and a normalized exponential function that decays over $2.66\times10^{-4}$ bohr. Sum its ZORA kinetic energy on a uniform radial grid, and the result is $2.13\times10^{7}$ hartree. Shift the grid by half a step, and it is $-2.70\times10^{6}$ hartree. Make the step ten times smaller, keeping the nodes at the same fraction of a step from the radius $2.66\times10^{-4}$ bohr, and the same two numbers return; place them at another fraction, and another number appears. An integral that exists would not behave like this.

The sums contradict a plausible belief: that the zeroth-order regular approximation (ZORA) is regular for every Coulomb potential, because it keeps the potential in a denominator. For an attractive centre the denominator does stay positive. For a repulsive one the denominator passes through zero.

## Where the denominator comes from

Hartree atomic units are used, for a particle of unit mass, with $c=137.036$ and energies counted without the rest energy. The Dirac equation couples a large component $\phi$ and a small component $\chi$:

$$V\phi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=E\phi,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\phi+(V-2c^2)\chi=E\chi .$$

The second equation gives

$$\chi=\frac{c\,\boldsymbol\sigma\cdot\mathbf p\,\phi}{2c^2+E-V}.$$

Inserting this into the first equation and dropping $E$ from the denominator gives ZORA:

$$\left[\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p+V\right]\phi=E\phi,\qquad K=\frac{c^2}{2c^2-V}.$$

Where $|V|\ll 2c^2$, $K\approx\tfrac12$ and the kinetic energy is the nonrelativistic one. Define $r_0=Z/(2c^2)$. Multiplying numerator and denominator of $K$ by $r$, and then dividing both by $c^2$, gives

$$V=-\frac Zr:\; K=\frac{r}{2(r+r_0)},\qquad\qquad V=+\frac Zr:\; K=\frac{r}{2(r-r_0)} .$$

The first factor lies between 0 and $\tfrac12$. The second has a pole at $r_0$ and is negative inside it. For $Z=10$,

$$r_0=\frac{10}{37557.73}=2.6626\times10^{-4}\ \text{bohr}=14.09\ \text{fm}.$$

At $r=1.1\,r_0$ the repulsive factor is $5.5$, and at $r=0.9\,r_0$ it is $-4.5$. At the origin both factors go to zero, so the singularity of $V$ does not make $K$ diverge there, although $V$ also remains as a separate term in the equation. The trouble is at a finite distance, where $V=2c^2$.

## The counter-example: a kinetic energy that does not exist

Let $\phi(r)$ be a real s-type function multiplying a constant normalized spinor $\eta$. Then $\boldsymbol\sigma\cdot\mathbf p\,\phi\eta=-i\phi'\sigma_r\eta$, where $\sigma_r$ is the component of $\boldsymbol\sigma$ along $\mathbf r$. Since $\sigma_r^2=1$, the squared length of this spinor is $\phi'^2$. With the normalization $\int_0^\infty\phi^2r^2dr=1$, the kinetic energy is

$$T=\int_0^\infty K\,\phi'^2\,r^2\,dr .$$

Choose $\phi=2\alpha^{3/2}e^{-\alpha r}$, so that $\phi'^2=4\alpha^5e^{-2\alpha r}$. Set $\alpha=1/r_0$ and $x=r/r_0$. The powers of $r_0$ are $r_0^{-5}$ from $\phi'^2$, $r_0^2$ from $r^2$ and $r_0$ from $dr$, so

$$T=\frac1{r_0^2}\int_0^\infty\frac{F(x)}{x-1}\,dx,\qquad F(x)=2x^3e^{-2x},\qquad \frac1{r_0^2}=1.4106\times10^7 .$$

Near $x=1$ the numerator is $F(1)=2e^{-2}=0.2707$. The part of the integral between $x-1=10^{-5}$ and $10^{-4}$ is therefore close to

$$\frac{F(1)\ln10}{r_0^2}=0.2707\times2.3026\times1.4106\times10^7=8.79\times10^6\ \text{hartree}.$$

Direct integration gives $8.7917\times10^6$ hartree outside $r_0$ and $-8.7910\times10^6$ hartree for the corresponding decade inside. Each further decade adds nearly the same amount, so the outer part tends to $+\infty$ and the inner part to $-\infty$.

One may remove a symmetric gap around $r_0$ and let it shrink. The two infinities then cancel, leaving the principal value $9.296\times10^6$ hartree. This is not an expectation value, because it depends on the symmetry of the gap. If the gap reaches $\delta$ inward but $a\delta$ outward, the outer part loses $F(1)\ln a/r_0^2$, and this loss remains as $\delta\to0$.

**Why a finer grid does not help.** Place nodes at $x_j=1+(j+\theta)h$, where $h$ is the step and $0<\theta<1$, and let $1/h=N$ be an integer. On $0<x<2$ split the integrand as

$$\frac{F(x)}{x-1}=\frac{F(x)-F(1)}{x-1}+\frac{F(1)}{x-1}.$$

The first term is continuous once its limit at $x=1$ is filled in, so its sum converges to its integral, as does the sum over $x>2$. The second term is odd about $x=1$ and has principal value zero. Its grid sum, however, is

$$h\sum_{j=-N}^{N-1}\frac{F(1)}{(j+\theta)h}=F(1)\sum_{j=-N}^{N-1}\frac1{j+\theta}\;\longrightarrow\;F(1)\,\pi\cot(\pi\theta),$$

by the partial-fraction series of the cotangent. The step has cancelled. For $\theta=\tfrac14$ the extra energy is $0.2707\,\pi\times1.4106\times10^7=1.20\times10^7$ hartree. Adding it to the principal value gives $2.13\times10^7$, and subtracting it, for $\theta=\tfrac34$, gives $-2.70\times10^6$. These are the two numbers of the opening. At $\theta=\tfrac12$ the cotangent vanishes and the grid returns the principal value at both step sizes. Such a calculation looks converged and gives no warning.

**A diffuse function.** For general $\alpha$, $K\approx r_0/[2(r-r_0)]$ near the pole, and one decade contributes $\tfrac12r_0^3\phi'(r_0)^2\ln10$. With $\alpha=1$ this is only $8.7\times10^{-11}$ hartree, since the function has little weight so close to the centre. The integral still diverges, but a hundred decades would add less than $10^{-8}$ hartree on either side. A calculation with diffuse functions can therefore return a reasonable number without revealing that the quantity it approximates is undefined.

**The small-component norm.** Scaled ZORA divides the energy by $1+\langle\chi|\chi\rangle$, with $\chi=(K/c)\,\boldsymbol\sigma\cdot\mathbf p\,\phi$. The norm contains $K^2$, which is positive on both sides of the pole, so nothing cancels. Excluding $|r-r_0|<\delta$, the leading part is

$$2\int_\delta\frac{r_0^4\,\phi'(r_0)^2}{4c^2y^2}\,dy\simeq\frac{r_0^4\,\phi'(r_0)^2}{2c^2\delta},\qquad y=|r-r_0| .$$

For $\alpha=1/r_0$ the norm is $2.03\times10^5$ at $\delta=10^{-3}r_0$ and $2.03\times10^6$ at $\delta=10^{-4}r_0$. Here even a principal value is missing.

## The energy has no lower bound

One might hope to save the method by admitting only functions that are flat at $r_0$. The negative sign of $K$ inside $r_0$ defeats this, as functions that never touch the pole show. Take

$$\phi=\frac{u}{r},\qquad u=\sin\!\left[\frac{2\pi n}{r_0}\left(r-\frac{r_0}4\right)\right]\quad\text{for }\frac{r_0}4<r<\frac{3r_0}4,$$

and zero elsewhere, with $n=1,2,\dots$. The function is continuous. Its slope jumps at the ends, but the slope stays square-integrable, so the energy integral is finite.

From $\phi'=u'/r-u/r^2$ it follows that

$$\int r^2\phi'^2dr=\int\left(u'^2-\frac{2uu'}r+\frac{u^2}{r^2}\right)dr .$$

Since $2uu'=(u^2)'$ and $u$ vanishes at both ends, integration by parts turns the middle term into $-\int u^2/r^2\,dr$, which cancels the last one. What remains is $\int u'^2dr=(2\pi n/r_0)^2\int u^2dr$.

On the shell, $K=\tfrac12[1+1/(x-1)]$ falls from $-\tfrac16$ at $x=\tfrac14$ to $-\tfrac32$ at $x=\tfrac34$, so $K\le-\tfrac16$. The potential is largest at the inner edge, where $V=4Z/r_0=8c^2$. Hence

$$E_n\le 8c^2-\frac16\left(\frac{2\pi n}{r_0}\right)^2 .$$

For $n=1$ the right-hand side is $1.5\times10^5-9.28\times10^7=-9.27\times10^7$ hartree. The energy itself is lower, $-4.29\times10^8$ hartree, and at $n=8$ it is $-2.15\times10^{10}$ hartree. As $n$ grows, the energy falls without limit.

The rate can be found too. For large $n$ the term $u/r$ is negligible beside $u'$, and the rapidly varying $\cos^2$ in $u'^2$ averages out against the smooth $K$. The ratio $T/(2\pi n/r_0)^2$ then tends to the mean of $K$ over the shell:

$$2\int_{1/4}^{3/4}\frac12\left(1+\frac1{x-1}\right)dx=\frac12+\ln\frac{1/4}{3/4}=\frac12-\ln3=-0.5986 .$$

At $n=8$ the computed ratio is $-0.6019$. With the attractive centre the same $n=8$ function has the positive kinetic energy $5.83\times10^9$ hartree.

Physically, the local upper edge of the negative-energy range of the Dirac equation is $V-2c^2$. Inside $r_0$ this edge lies above zero, the energy of a free particle at rest. The assumption that $\chi$ is a small companion of $\phi$ has lost its basis there.

## The correct general statement

Let $V(r)$ be real and continuous for $r>0$, and let it tend to zero at large $r$.

1. If $V\le2c^2-m$ everywhere, for some $m>0$, then $K$ is positive and bounded, and the kinetic energy is finite and non-negative whenever $\boldsymbol\sigma\cdot\mathbf p\,\phi$ is square-integrable.
2. If $V\to+\infty$ at the centre, then $K$ diverges at some finite $r_0>0$, and the ZORA energy has no lower bound.

*Proof of 1.* The denominator satisfies $2c^2-V\ge m$, so $0<K\le c^2/m$. Therefore

$$0\le\int K\,|\boldsymbol\sigma\cdot\mathbf p\,\phi|^2\,d^3r\le\frac{c^2}{m}\int|\boldsymbol\sigma\cdot\mathbf p\,\phi|^2\,d^3r .$$

No limit on how negative $V$ becomes was needed. This is the sense in which attractive singularities are tamed. If $V\le0$ everywhere, $m=2c^2$ may be taken, and $K\le\tfrac12$.

*Proof of 2.* Near the centre $V>2c^2$, and far away $V<2c^2$. By continuity there is a distance $r_0$ with $V(r_0)=2c^2$, and $K$ diverges there. Close enough to the centre one can choose a closed shell of width $L$, away from $r=0$, on which $V>2c^2$ throughout. On it $V$ has a maximum $M$, and $K\le-k$ for some $k>0$. The function $\phi=u/r$, with $u$ a sine having $n$ half-waves across the shell, gives, by the integration by parts used above,

$$E_n\le M-k\left(\frac{n\pi}{L}\right)^2\to-\infty .\qquad\blacksquare$$

The shell argument needs only a region where $V>2c^2$, so any such region is enough to remove the lower bound. It is not the only way to lose it. Statement 1 bounds the kinetic energy, not the total energy. Near an attractive point charge $K\approx c^2r/Z$, so the kinetic and potential energies both grow as the inverse of the distance when a function is squeezed towards the centre. For the normalized exponential used above, $K<c^2r/Z$ gives $T<3\alpha c^2/(2Z)$, while the potential energy is $-Z\alpha$. If $Z^2>\tfrac32c^2$, the energy therefore falls without limit as $\alpha$ grows. This condition is sufficient, not sharp. For $\phi\propto r^pe^{-\alpha r}$ with $-1<p\le0$ the same estimate gives $T<\tfrac{3+p}{2}\,(c^2/Z^2)\,|\langle V\rangle|$, and the factor $\tfrac{3+p}{2}$ tends to 1 as $p\to-1$, so the bound is lost for every $Z>c$. A repulsion that stays below $2c^2$ by a finite margin leaves $K$ positive and bounded.

**The attractive case in numbers.** Statement 1 concerns the kinetic part. For $V=-Z/r$ the 1s energy can also be found. The Dirac equation for $\phi$ has the denominator $2c^2+E_D+Z/r$. Set $\mu=2c^2/(2c^2+E_D)$ and $r=\mu r'$. Then $\mathbf p=\mathbf p'/\mu$, and the denominator becomes $(2c^2+Z/r')/\mu$. The kinetic term carries $\mu^{-2}\cdot\mu=\mu^{-1}$, and the potential is $-Z/(\mu r')$. Multiplying the equation by $\mu$ gives the ZORA equation with eigenvalue $\mu E_D$:

$$E_{\rm ZORA}=\frac{2c^2E_D}{2c^2+E_D},\qquad E_D=c^2\left[\sqrt{1-Z^2/c^2}-1\right]\quad(Z<c).$$

For $Z=10$, $E_D=-50.0667$ hartree and $E_{\rm ZORA}=-50.1336$ hartree, and a direct diagonalization of the ZORA operator agrees. ZORA lies $0.067$ hartree below the Dirac value, an error of $0.13\,\%$ of that value. This is the cost of dropping $E$, in a problem that is otherwise well behaved.

## What the pole does not spoil

At $r_0$ itself the radial differential equation hides the defect. For an s function it reads

$$-\frac1{r^2}\left(r^2K\phi'\right)'+V\phi=E\phi .$$

With $w=r^2K\phi'$ and the repulsive $K$, this becomes

$$\phi'=\frac{2(r-r_0)}{r^3}\,w,\qquad w'=r^2(V-E)\,\phi .$$

The pole of $K$ has become a zero of $1/K$. All coefficients are smooth at $r_0$, so every solution passes smoothly through it, with $\phi'(r_0)=0$. Two constants, $\phi(r_0)$ and $w(r_0)$, remain free, as for any second-order equation. Take $E=10$ hartree, $\phi(r_0)=1$ and $w(r_0)=r_0$. At $r_0$ the second equation gives $d(w/r_0)/dx=r_0^2(V-E)\approx Z^2/(2c^2)=0.0027$, so $w$ is nearly constant, and the first equation gives near $x=1$

$$\phi\approx1+(x-1)^2-2(x-1)^3,$$

that is, $1.012$ at $x=0.9$ and $1.008$ at $x=1.1$. Numerical integration gives $1.0123$ and $1.0083$.

These solutions have a finite kinetic integral near $r_0$, because $\phi'^2$ vanishes there faster than $K$ grows. Smoothness does not restore a lower bound, however: the shell functions above have finite energies and still fall without limit. A radial integrator may thus pass through $r_0$ without complaint where a variational calculation has no minimum to find. The missing lower bound still shows in the spectrum of the equation. The scaling relation above holds equally for $V=+Z/r$, and the Dirac levels just above $-2c^2$ map to bound s solutions at $-1.13\times10^8$, $-2.54\times10^8$, $-4.51\times10^8,\dots$ hartree for $Z=10$, a series that runs to $-\infty$.

Nor is dropping $E$ the root of the problem. Before that step the denominator $2c^2+E-Z/r$ already vanishes, at $r=Z/(2c^2+E)$ for $E>-2c^2$. The coupled Dirac equations contain $V$ only as an added term and involve no such division. The pole enters with the elimination of $\chi$.

## Extended charges and real particles

A real nucleus is not a point. For a uniformly charged ball of radius $R$, the potential inside is $V=Z(3-r^2/R^2)/(2R)$, with its maximum $3Z/(2R)$ at the centre. This stays below $2c^2$ if

$$R>\frac{3Z}{4c^2}=\frac32\,r_0=21.1\ \text{fm}\qquad(Z=10).$$

A ball of 3 fm does not help: the pole at 14.09 fm lies outside it, where the potential is still $Z/r$. With $R=1.4\,r_0$ the pole has moved inside the ball. With $R=1.6\,r_0$ it is gone, since $V(0)=\frac{3}{3.2}\,2c^2=0.9375\times2c^2$. Even then $K(0)=0.5/0.0625=8$, sixteen times the free-particle value: regular, but far from nonrelativistic.

A positron near a nucleus meets the repulsive case. In the ball model the pole is present when $R<\tfrac32r_0=2.11\,Z$ fm. This holds for a proton, helium-4 or neon-20, but not for the deuteron, whose rms radius of about 2.13 fm corresponds to $R\approx2.75$ fm. An electron near a nucleus meets the attractive one, and its ZORA kinetic factor is regular as long as the repulsion by the other electrons does not lift the total potential to $2c^2$, about $37\,558$ hartree. The numerical output below lists $K$ for a point charge of either sign at six distances.

## Calculated quantities

```
Z = 10, c = 137.035999 a.u., 2c^2 = 37557.73 hartree
pole radius r0 = 2.662568e-04 bohr = 14.090 fm
r/r0 =   0.01: K repulsive =  -0.00505, attractive = 0.00495
r/r0 =   0.50: K repulsive =  -0.50000, attractive = 0.16667
r/r0 =   0.90: K repulsive =  -4.50000, attractive = 0.23684
r/r0 =   1.10: K repulsive =   5.50000, attractive = 0.26190
r/r0 =   2.00: K repulsive =   1.00000, attractive = 0.33333
r/r0 = 100.00: K repulsive =   0.50505, attractive = 0.49505
attractive 1s: Dirac formula      = -50.066742 hartree
attractive 1s: ZORA diagonalized  = -50.133573 hartree
attractive 1s: ZORA from scaling  = -50.133573 hartree
alpha = 1/r0: kinetic energy from one decade of approach,
  (r-r0)/r0 from 1e-4 to 1e-5: outside 8.7917e+06 hartree
  same decade inside r0: -8.7910e+06; law 8.7913e+06 hartree
alpha = 1: kinetic energy from one decade of approach,
  (r-r0)/r0 from 1e-4 to 1e-5: outside 8.6890e-11 hartree
  same decade inside r0: -8.6869e-11; law 8.6879e-11 hartree
alpha = 1/r0: principal value = 9.29623e+06 hartree
  step 0.010 r0, theta 0.25: grid sum = 2.12909e+07 hartree
  step 0.010 r0, theta 0.50: grid sum = 9.29623e+06 hartree
  step 0.010 r0, theta 0.75: grid sum = -2.69847e+06 hartree
  step 0.001 r0, theta 0.25: grid sum = 2.12909e+07 hartree
  step 0.001 r0, theta 0.50: grid sum = 9.29623e+06 hartree
  step 0.001 r0, theta 0.75: grid sum = -2.69847e+06 hartree
small-component norm, gap 1e-03 r0: 2.0325e+05 (leading law 2.0332e+05)
small-component norm, gap 1e-04 r0: 2.0331e+06 (leading law 2.0332e+06)
shell n = 1: E = -4.2901e+08, bound -9.2662e+07 hartree, T/(2 pi n/r0)^2 = -0.77052
shell n = 2: E = -1.4433e+09, bound -3.7110e+08 hartree, T/(2 pi n/r0)^2 = -0.64796
shell n = 4: E = -5.4496e+09, bound -1.4849e+09 hartree, T/(2 pi n/r0)^2 = -0.61164
shell n = 8: E = -2.1453e+10, bound -5.9399e+09 hartree, T/(2 pi n/r0)^2 = -0.60192
large-n limit of that ratio, 1/2 - ln 3 = -0.59861
shell n = 8, attractive centre: T = 5.8345e+09 hartree
solution through r0 at E = 10 hartree, phi(r0) = 1, a2 = 1:
  r/r0 = 0.9: integrated 1.01234351, series 1.01234351
  r/r0 = 1.1: integrated 1.00826595, series 1.00826595
ball radius 3 fm: number of poles = 1
ball radius 1.4 r0: number of poles = 1
ball radius 1.6 r0: number of poles = 0
pole for the 3 fm ball: 14.090 fm
critical ball radius: 21.135 fm = 1.500 r0
ball radius 1.6 r0: K at the centre = 8.000
```
